\section*{Uniform zone meshes and the fcc mean-value point}

\section*{Setting}

The energy of a crystal contains averages over the Brillouin zone, which a calculation replaces by sums over a few wave vectors. This problem asks which error is made, how fast it falls as points are added, and how well a single point can do.

Let $\mathbf a_i$ be the primitive lattice vectors and $\mathbf b_j$ the reciprocal vectors, with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. A function with the periodicity of the reciprocal lattice is written
\begin{equation}
f(\mathbf k)=\sum_{\mathbf R} f_{\mathbf R}\,e^{i\mathbf k\cdot\mathbf R},\qquad
f_{\mathbf R}=\frac1\Omega\int_{\rm BZ} f(\mathbf k)\,e^{-i\mathbf k\cdot\mathbf R}\,d^3k ,
\end{equation}
where $\mathbf R$ runs over lattice vectors and $\Omega$ is the zone volume. We assume that $\sum_{\mathbf R}|f_{\mathbf R}|$ is finite, so that sums may be reordered. The wanted zone average is $f_{\mathbf 0}$. Energies are in hartree.

\section*{(a) What does a uniform mesh integrate?}

\textit{Take the $N_1N_2N_3$ points $\mathbf k=\sum_i (n_i+s_i)\mathbf b_i/N_i$, $n_i=0,\dots,N_i-1$, with fixed shifts $s_i$. Find the mesh average of each lattice harmonic $e^{i\mathbf k\cdot\mathbf R}$ and the error for a general $f$.}

\subsection*{Solution}

Write $\mathbf R=\sum_i r_i\mathbf a_i$ with integers $r_i$. Then $\mathbf k\cdot\mathbf R=2\pi\sum_i r_i(n_i+s_i)/N_i$, and the average factorizes:
\begin{equation}
\big\langle e^{i\mathbf k\cdot\mathbf R}\big\rangle_{\rm mesh}
=\prod_{i=1}^3 e^{2\pi i r_is_i/N_i}\,\frac1{N_i}\sum_{n=0}^{N_i-1}\zeta_i^{\,n},
\qquad \zeta_i=e^{2\pi i r_i/N_i}.
\end{equation}
If $N_i$ divides $r_i$, then $\zeta_i=1$ and the sum is $N_i$. Otherwise $\zeta_i\neq1$ and the sum is $(\zeta_i^{N_i}-1)/(\zeta_i-1)=0$, because $\zeta_i^{N_i}=1$. With $\mathbf k_0=\sum_i s_i\mathbf b_i/N_i$,
\begin{equation}
\big\langle e^{i\mathbf k\cdot\mathbf R}\big\rangle_{\rm mesh}=
\begin{cases} e^{i\mathbf k_0\cdot\mathbf R}, & \mathbf R=\sum_i m_iN_i\mathbf a_i \ \text{(supercell vector)},\\ 0, & \text{otherwise.}\end{cases}
\end{equation}
The true zone average is $1$ for $\mathbf R=\mathbf 0$ and $0$ for every other $\mathbf R$. The mesh is therefore right for all harmonics except the nonzero supercell vectors, and
\begin{equation}
\langle f\rangle_{\rm mesh}-f_{\mathbf 0}=\sum_{\mathbf R\ne\mathbf 0}^{\rm supercell} f_{\mathbf R}\,e^{i\mathbf k_0\cdot\mathbf R}.
\label{alias}
\end{equation}
The shift changes the phases of the individual error terms but not their sizes. Their sum can still change much, because terms may cancel. For an fcc lattice with $N_i=N$ and all $s_i=\tfrac12$, the six vectors $\pm N\mathbf a_i$ get phase $-1$ and the six $N(\mathbf a_i-\mathbf a_j)$ get phase $+1$, so the twelve shortest terms cancel when $f$ has cubic symmetry. If $f_{\mathbf R}$ vanishes at all nonzero supercell vectors, the mesh gives the exact average.

\section*{(b) Why does a gap help?}

\textit{Let $H(\mathbf k)=\sum_{\mathbf R}H_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ be a finite Hermitian matrix with finitely many $H_{\mathbf R}$. A gap $\Delta$ separates all occupied levels from all empty ones over the whole zone. Show that the mesh error of the occupied-band energy $f=\mathrm{Tr}\,HP$, with $P$ the projector on occupied states, falls exponentially with $N_i=N$.}

\subsection*{Solution}

\textit{From analyticity to decay.} Suppose that $f(\mathbf k+i\mathbf q)$ is analytic and bounded by $M$ for real $\mathbf q$ with $|\mathbf q|\le h$. For $\mathbf R\neq\mathbf 0$ put $\mathbf q=h\mathbf R/|\mathbf R|$, $F(\mathbf k)=f(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}$ and $I(s)=\Omega^{-1}\int F(\mathbf k-is\mathbf q)\,d^3k$. Then
\begin{equation}
\frac{dI}{ds}=-\frac{i}{\Omega}\int_{\rm BZ}\mathbf q\cdot\nabla_{\mathbf k}F(\mathbf k-is\mathbf q)\,d^3k=0,
\end{equation}
since the gradient of a periodic function integrates to zero over a period. Hence $f_{\mathbf R}=I(0)=I(1)$. In $I(1)$ the exponential is $e^{-i(\mathbf k-i\mathbf q)\cdot\mathbf R}=e^{-i\mathbf k\cdot\mathbf R}e^{-h|\mathbf R|}$, so
\begin{equation}
|f_{\mathbf R}|\le M e^{-h|\mathbf R|}.
\label{decay}
\end{equation}

\textit{From the gap to analyticity.} Let $V=H(\mathbf k+i\mathbf q)-H(\mathbf k)=\sum_{\mathbf R}H_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}(e^{-\mathbf q\cdot\mathbf R}-1)$. Because $|e^x-1|\le e^{|x|}-1$ for real $x$,
\begin{equation}
\|V\|\le\sum_{\mathbf R}\|H_{\mathbf R}\|\,\big(e^{|\mathbf q||\mathbf R|}-1\big).
\end{equation}
Draw a closed contour in the complex energy plane around the occupied levels, through the middle of the gap and at least $\Delta/2$ from every level. On it $\|(z-H)^{-1}\|\le2/\Delta$, since $H(\mathbf k)$ is Hermitian. The identity
\begin{equation}
(z-H-V)^{-1}=(z-H)^{-1}\big[1-V(z-H)^{-1}\big]^{-1}
\end{equation}
shows that the shifted resolvent exists as long as $\|V\|<\Delta/2$. It is then analytic in $\mathbf k$, and so is
\begin{equation}
f=\mathrm{Tr}\,HP=\frac1{2\pi i}\oint z\,\mathrm{Tr}\,(z-H)^{-1}\,dz .
\end{equation}
A sufficient condition on $h$ is thus
\begin{equation}
\sum_{\mathbf R}\|H_{\mathbf R}\|\,(e^{h|\mathbf R|}-1)<\Delta/2 .
\label{strip}
\end{equation}

\textit{The error.} Supercell vectors are $N\mathbf L$ with $\mathbf L$ a lattice vector. Let $d$ be the shortest nonzero $|\mathbf L|$. From Eqs.~(\ref{alias}) and (\ref{decay}),
\begin{equation}
|\langle f\rangle_{\rm mesh}-f_{\mathbf 0}|\le M\sum_{\mathbf L\neq\mathbf 0}e^{-hN|\mathbf L|}
\le M e^{-h(N-1)d}\sum_{\mathbf L\ne\mathbf 0}e^{-h|\mathbf L|},
\end{equation}
where $e^{-h(N-1)|\mathbf L|}\le e^{-h(N-1)d}$ was used. The last sum converges and does not depend on $N$, so the error is exponentially small.

In a metal the argument fails at its first hypothesis. For one band $\varepsilon(\mathbf k)$ filled up to zero energy, $f=\min(\varepsilon,0)$. Its gradient jumps from $\nabla\varepsilon$ to zero across the Fermi surface wherever $\nabla\varepsilon\neq0$ there, so $f$ is not analytic and its coefficients cannot all obey a bound of the form (\ref{decay}). The finiteness of $\sum_{\mathbf R}|f_{\mathbf R}|$, assumed in deriving Eq.~(\ref{alias}), is also not established for such an $f$; the metal errors quoted in part (d) are obtained directly from mesh averages.

\section*{(c) How fast is the convergence in a definite insulator?}

\textit{Place one orbital on each site of a zincblende lattice with cubic constant $a$, site energies $\pm D$ and nearest-neighbour hopping $t>0$. The lower band is filled. Find its energy $E$, the gap, and a sharp strip for imaginary shifts along $(110)$. Deduce a bound on the mesh error.}

\subsection*{Solution}

Write $\mathbf k=(2\pi/a)(x,y,z)$ and $X,Y,Z=\cos\pi x,\cos\pi y,\cos\pi z$. The two sites are coupled by $tg$, with $g=\sum_{j=1}^4e^{i\mathbf k\cdot\boldsymbol\tau_j}$ over the four bonds. In $|g|^2$ the four diagonal terms give $4$. The twelve differences $\boldsymbol\tau_i-\boldsymbol\tau_j$ are the shortest lattice vectors $\tfrac a2(\pm1,\pm1,0)$ and permutations, whose exponentials sum to $4C$ with $C=XY+YZ+ZX$. Thus
\begin{equation}
E=-\sqrt{D^2+t^2|g|^2}=-\sqrt{D^2+4t^2(1+C)} .
\label{band}
\end{equation}
The upper band is $-E$. Since $|g|^2\ge0$, and $g=0$ at $(1,0,\tfrac12)$, where $C=-1$, the gap is $2D$.

Now replace $\pi x$ and $\pi y$ by $u+i\eta'$ and $v+i\eta'$, keeping $\pi z$ real. Let $\sigma=(u+v)/2$, $c=\cos(\sigma+i\eta')$, $b=\cos\frac{u-v}2$ and $w=\cos\pi z$. The product and sum formulas for cosines give $XY=c^2+b^2-1$ and $X+Y=2cb$, so $1+C=c^2+b^2+2wbc$. With $\delta=D^2/4t^2$, a zero of $E^2$ requires
\begin{equation}
c^2+2wbc+b^2+\delta=0,\qquad c=-wb\pm i\sqrt{b^2(1-w^2)+\delta}.
\end{equation}
Hence $|\mathrm{Im}\,c|\ge\sqrt\delta$. But $\mathrm{Im}\,c=-\sin\sigma\sinh\eta'$, so $|\mathrm{Im}\,c|\le\sinh|\eta'|$. No zero occurs for $|\eta'|<\eta$, where
\begin{equation}
\sinh\eta=\frac{D}{2t}.
\end{equation}
At $|\eta'|=\eta$ there is one, at $b=0$, $\sigma=\pi/2$. Inside the strip $E^2\neq0$, and the square root continues analytically from its real values.

Let $\mathbf R=\tfrac a2N(l_1,l_2,l_3)$ be a supercell vector; the $l_i$ are integers with even sum. By cubic symmetry the shift may be applied to the two axes with the largest $|l_i|$, with signs chosen to give decay. If $S(\mathbf l)$ is the sum of these two magnitudes, the argument of part (b) gives, in the limit $|\eta'|\to\eta$,
\begin{equation}
|f_{\mathbf R}|\le Me^{-\eta N S(\mathbf l)}=Me^{-\kappa NS(\mathbf l)/2},\qquad \kappa=2\,\mathrm{arsinh}\frac{D}{2t}.
\end{equation}
In the strip $|X|,|Y|\le\cosh\eta$ and $|Z|\le1$, so one may take $M^2=D^2+4t^2(1+\cosh\eta)^2$. Summing over $\mathbf l\neq\mathbf 0$ bounds the error. The smallest value, $S=2$, occurs for 12 vectors of type $(1,1,0)$ and 6 of type $(2,0,0)$, so the bound approaches $18Me^{-\kappa N}$ at large $N$.

For $D\ll t$, $\kappa\approx D/t$: as the gap closes, the number of divisions per axis needed for a given bound grows as $t/D$. For $D\gg t$, $\kappa\approx2\ln(D/t)$.

\section*{(d) Read the numbers}

\textit{Take $D=0.15$ and $t=0.10$ hartree and unshifted meshes. Compare the bounds with computed errors, and with a metal.}

\subsection*{Solution}

The gap is $0.30$ hartree (8.16 eV). Here $\sinh\eta=0.75$, so $\eta=\ln(0.75+1.25)=\ln2$ and $\kappa=2\ln2=1.386$: at large $N$ the bound falls by a factor 4 per unit of $N$. With $\cosh\eta=1.25$, $M=\sqrt{0.0225+0.04\times2.25^2}=0.474$ hartree.

The general condition (\ref{strip}) is more cautious. With phases chosen so that $H(\mathbf k)$ is periodic, hopping between cells occurs for $\mathbf R=\pm\mathbf a_i$, six terms of norm $t$. The condition is $6t(e^{hd}-1)<D$, or $hd<\ln1.25=0.223$. It proves exponential convergence but understates the rate.

The comparison metal is a single fcc band $\varepsilon=-4tC$ filled up to zero energy. Absolute errors, in hartree, are:
\begin{center}
\begin{tabular}{rccc}
$N$ & insulator & bound & metal\\
2 & $6.7\times10^{-3}$ & $8.6\times10^{-1}$ & $1.4\times10^{-2}$\\
4 & $4.1\times10^{-5}$ & $3.7\times10^{-2}$ & $5.0\times10^{-3}$\\
8 & $2.8\times10^{-8}$ & $1.3\times10^{-4}$ & $1.2\times10^{-3}$\\
12 & $3.8\times10^{-11}$ & $5.1\times10^{-7}$ & $4.0\times10^{-4}$
\end{tabular}
\end{center}
From $N=2$ to $12$ the insulator gains a factor of about $2\times10^8$, the metal about 34. The metal error is the same to two digits at $N=10$ and $12$, so its decrease is not even steady.

The insulator's errors lie well below the bound. The coefficient at $N\mathbf a_1$ decays between $N=10$ and $14$ at a mean rate of $1.60$ per unit $N$, above $\kappa=1.39$. A prefactor falling as a power of $N$ would have this effect; that is a conjecture here, since the derivation gives only an upper bound. Equation~(\ref{alias}) can also be checked directly: at $N=7$ the mesh error and the sum of supercell coefficients are both $-1.019\times10^{-7}$ hartree.

\section*{(e) What is the best single point for fcc?}

\textit{Let $f$ have the full cubic point symmetry. Group the fcc lattice vectors into stars, the sets related by that symmetry. Find the point at which the harmonics of the first two stars average to zero and that of the third is as small as possible in magnitude.}

\subsection*{Solution}

By symmetry $f_{\mathbf R}$ has one value $f_m$ on the $n_m$ members of star $m$. If $A_m(\mathbf k)$ is the mean of $e^{i\mathbf k\cdot\mathbf R}$ over the star,
\begin{equation}
f(\mathbf k)-f_{\mathbf 0}=\sum_{m\ge1}n_mf_mA_m(\mathbf k).
\label{stars}
\end{equation}
The first three stars are $\tfrac a2(1,1,0)$, $\tfrac a2(2,0,0)$ and $\tfrac a2(2,1,1)$, with 12, 6 and 24 members. Averaging over signs leaves products of cosines, and $\cos2\pi x=2X^2-1$, so
\begin{align}
A_1&=\tfrac13(XY+YZ+ZX),\qquad
A_2=\tfrac13\big[2(X^2+Y^2+Z^2)-3\big],\\
A_3&=\tfrac13\big[(2X^2-1)YZ+(2Y^2-1)ZX+(2Z^2-1)XY\big]\nonumber\\
&=\tfrac13\big[2XYZ(X+Y+Z)-(XY+YZ+ZX)\big].
\end{align}
Setting $A_1=A_2=0$ gives $XY+YZ+ZX=0$ and $X^2+Y^2+Z^2=\tfrac32$, hence $(X+Y+Z)^2=\tfrac32$. Adding the reciprocal vector $(2\pi/a)(1,1,1)$ reverses the signs of $X,Y,Z$ together, so we may choose $X+Y+Z=p=\sqrt{3/2}$. With $q=XYZ$,
\begin{equation}
A_3=\tfrac23\,p\,q .
\end{equation}

The three cosines are the roots of $t^3-pt^2-q=0$ (in this part $t$ is a variable, not the hopping), that is, of $\varphi(t)=t^2(t-p)=q$. Since $\varphi'(t)=t(3t-2p)$, $\varphi$ has a local maximum $0$ at $t=0$ and a local minimum $-4p^3/27$ at $t=2p/3$. Three real roots require $-4p^3/27\le q\le0$. The largest root then lies between $2p/3=0.816$ and $p=1.225$, where $\varphi$ increases. A cosine cannot exceed 1, so
\begin{equation}
q\le\varphi(1)=1-p<0 .
\end{equation}
The lower limit $-1$ adds no restriction, because $\varphi(-1)=-1-p$ lies below all allowed $q$. Therefore $A_3$ cannot vanish together with $A_1$ and $A_2$, and $|A_3|$ is smallest when the largest cosine equals 1. Take $Z=1$, so $z=0$. Then $X+Y=p-1$ and $XY=-(X+Y)=-(p-1)$, and $X,Y$ solve
\begin{equation}
t^2-(p-1)t-(p-1)=0,\qquad
t=\tfrac12\Big[p-1\pm\sqrt{(p-1)^2+4(p-1)}\Big].
\end{equation}
With $p-1=0.224745$ the roots are $0.599581$ and $-0.374836$. Taking $X$ as the negative one and dividing the arccosines by $\pi$,
\begin{equation}
\mathbf k^*=\frac{2\pi}a\,(0.6223,\;0.2953,\;0).
\end{equation}
This is Baldereschi's mean-value point. The cosines are fixed up to order and a common sign, so it is unique up to point symmetry and reciprocal vectors. There $A_3=\tfrac23(1.2247)(-0.2247)=-0.1835$. A numerical constrained search finds the same minimum.

\section*{(f) How good is the point in the model?}

\textit{Evaluate the filled band of part (d) at $\mathbf k^*$ and explain the size and sign of the error.}

\subsection*{Solution}

At $\mathbf k^*$, $C=3A_1=0$, so Eq.~(\ref{band}) gives $E=-\sqrt{0.0225+0.04}=-0.2500$ hartree. The converged average is $-0.2414$ hartree. The error is $-0.0086$ hartree ($-0.23$ eV), or 3.6\% of the average. Using $\Gamma$ alone gives $-0.4272$ hartree, an error about 22 times larger.

In Eq.~(\ref{stars}), stars 3, 4 and 5 contribute $-0.0048$, $-0.0016$ and $-0.0016$ hartree; more distant stars supply the remaining $-0.0007$. The third star gives the largest part, but the fourth and fifth are not negligible.

The sign follows from convexity. $E$ is a convex function of $C$, and $C$ averages to zero over the zone, so by Jensen's inequality the average of $E$ is at least $E(C{=}0)$. The point value must lie too low.

This band depends on $\mathbf k$ through $C$ alone, so every point with $C=0$ gives the same energy. One is $L=(\tfrac12,\tfrac12,\tfrac12)$, where $A_2=-1$. The model therefore does not display the benefit of annulling the second star, which matters for symmetric functions in which the coefficients $f_m$ are independent.

The point is a fixed approximation: it is chosen without knowledge of $f$, its error is set by the coefficients of the third and later stars, and it has no parameter to refine. A continuous $f$ equals its mean at some point of the zone (here where $C\approx-0.11$), but that point depends on $f$, and locating it in general requires the mean itself, so systematic improvement comes from adding points. The unshifted 8-point mesh $N=2$ has an error of similar size, $0.0067$ hartree, but $N=4$ already reaches $4\times10^{-5}$. With all shifts $s_i=\tfrac12$ the 8-point mesh is itself much better, with error $-7\times10^{-4}$ hartree. For a function without full cubic symmetry, Eq.~(\ref{stars}) holds at $\mathbf k^*$ once $f$ has been averaged over the symmetry-related copies of that point, with $f_m$ read as the mean of $f_{\mathbf R}$ over star $m$. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
site energy D = 0.15 hartree, hopping t = 0.10 hartree
gap = 0.3000 hartree = 8.163 eV
selection rule: 9261 harmonics, 175 supercell vectors
   mesh divisions: 3 4 5
   largest deviation from the rule = 7.1e-15
converged mean energy = -0.2413826232 hartree
   = -6.56836 eV
N = 7: mesh error = -1.019232e-07 hartree
N = 7: supercell coefficient sum = -1.019232e-07 hartree
strip guaranteed by gap, h*d = 0.2231 (d = a/sqrt 2)
strip edge eta = 0.693147, nearest root found = 0.693147
decay rate kappa = 1.386294 per unit N
   factor per unit N = 4.0000
local rate of f_R, N = 10 to 14: 1.6026 per unit N
bound constant M = 0.47434 hartree
N, insulator error, bound, metal error (all errors in hartree)
    2  6.733e-03  8.569e-01  1.4e-02
    4  4.099e-05  3.653e-02  5.0e-03
    6  1.011e-06  2.129e-03  2.9e-03
    8  2.782e-08  1.310e-04  1.2e-03
   10  9.863e-10  8.153e-06  4.0e-04
   12  3.759e-11  5.091e-07  4.0e-04
metal reference = -0.136235 hartree
   spread of two metal references = 2.3e-06 hartree
p = sqrt(3/2) = 1.224745
cosines at special point: -0.374836 0.599581 1.000000
special point (2 pi/a): 0.622301 0.295334 0.000000
optimizer: 40 feasible runs, best A3 = -0.183503
star, |l|^2, members, A_m, f_m (hartree), contribution (hartree)
   1   2  12   0.000000  -1.8609e-02  -3.0990e-17
   2   4   6  -0.000000   2.6883e-03  -2.3877e-18
   3   6  24  -0.183503   1.0904e-03  -4.8024e-03
   4   8  12  -0.265986   4.8623e-04  -1.5520e-03
   5  10  24   0.183503  -3.6490e-04  -1.6071e-03
energy at special point = -0.250000 hartree
   error = -0.008617 hartree = -0.2345 eV
energy at Gamma = -0.427200 hartree
   error = -0.185818 hartree
\end{verbatim}
